Two-Pulse Electron Spin-Echo Modulation from One Anisotropically Coupled Spin-Half Nucleus

**1. A loss that is not relaxation**

Take an unpaired electron at a defect in an oxide, with a proton 0.30 nm away, in a field of 0.35 T. In a model without any relaxation, the two-pulse echo at a pulse separation of 0.830 µs has 0.832 of its height at zero separation. At other separations it returns to full height. The π pulse refocuses every static shift of the electron frequency, and the proton's coupling is static, so why is anything lost?

The answer is that the electron's flip changes the direction of the magnetic field at the proton, and not just its size. The notes below derive the resulting modulation and its depth. The depth depends on the pseudosecular coupling, on the two nuclear frequencies and also on the nuclear Larmor frequency. Section 7 shows why the last cannot be left out.

**2. The Hamiltonian**

Set ħ = 1 and let all energies be angular frequencies. Numbers will be given as ordinary frequencies ν = ω/2π in MHz. The static field B₀ lies along z. An electron spin S = 1/2 and a nuclear spin I = 1/2 have

H_lab = ω_e S_z + ω_I I_z + S·𝐀·I.

The nuclear Zeeman energy is −γ_n B₀ I_z, so ω_I = −γ_n B₀, which is negative for a proton.

The hyperfine terms containing S_x or S_y connect states whose energies differ by about ω_e. When ω_e is far larger than the couplings, these terms are dropped. What remains is S_z(A_zx I_x + A_zy I_y + A_zz I_z). Turning the nuclear x axis about z until it lies along (A_zx, A_zy) removes the I_y term. In the frame rotating at the microwave frequency, with electron offset Ω,

H = Ω S_z + ω_I I_z + A S_z I_z + B S_z I_x,

A = A_zz,  B = (A_zx² + A_zy²)^{1/2}.

A is the secular coupling and B the pseudosecular coupling.

For two point dipoles the moments are −gμ_B S and +γ_n I. The minus sign of the electron reverses the usual dipolar expression, giving

H_dip = T[3(S·r̂)(I·r̂) − S·I],  T = μ₀ g μ_B γ_n/(4πr³).

With r̂ = (sin θ, 0, cos θ), the part containing S_z is

T S_z[3 cos θ (sin θ I_x + cos θ I_z) − I_z].

Adding an isotropic contact coupling a gives

A = a + T(3cos²θ − 1),  B = 3T sin θ cos θ.

A purely isotropic coupling therefore has B = 0.

**3. Two fields for one nucleus**

S_z is conserved between pulses. Call its states α (+1/2) and β (−1/2). The nucleus then obeys one of two Hamiltonians:

H_α = (ω_I + A/2) I_z + (B/2) I_x = ω_α n·I,

H_β = (ω_I − A/2) I_z − (B/2) I_x = ω_β m·I.

The lengths of the two effective fields are the nuclear frequencies,

ω_α = [(ω_I + A/2)² + B²/4]^{1/2},

ω_β = [(ω_I − A/2)² + B²/4]^{1/2},

and their directions are the unit vectors

n = (B/2, 0, ω_I + A/2)/ω_α,

m = (−B/2, 0, ω_I − A/2)/ω_β.

The whole Hamiltonian is

H = |α⟩⟨α|(Ω/2 + H_α) + |β⟩⟨β|(−Ω/2 + H_β).

**4. Following the coherence**

The sequence is π/2 – τ – π – τ – echo. The pulses are taken as ideal: they rotate the electron about x and are too short for the nucleus to move. The nucleus is unpolarized, so the part of the initial density matrix that matters is proportional to −S_z.

For a rotation by φ about x,

exp(−iφS_x) S_z exp(iφS_x) = S_z cos φ − S_y sin φ.

With φ = π/2, −S_z becomes

S_y = (|α⟩⟨β| − |β⟩⟨α|)/(2i).

Write U_α = exp(−iH_ατ) and U_β = exp(−iH_βτ). During the first interval the left side of |α⟩⟨β| evolves in state α and the right side in state β:

|α⟩⟨β| → e^{−iΩτ} |α⟩⟨β| U_α U_β†.

The π pulse is exp(−iπS_x) = −i(|α⟩⟨β| + |β⟩⟨α|). It exchanges α and β, and its factor −i cancels against the +i of its adjoint:

→ e^{−iΩτ} |β⟩⟨α| U_α U_β†.

In the second interval the left side evolves in β and the right side in α. The offset phase is now e^{+iΩτ}, which cancels the first one:

→ |β⟩⟨α| C,  C = U_β U_α U_β† U_α†.

The other half of S_y gives |α⟩⟨β| C† by the same steps. Hence

ρ(2τ) = (|β⟩⟨α| C − |α⟩⟨β| C†)/(2i).

The signal along y is

Tr(ρS_y) = (1/2i)² (Tr C + Tr C†) = −½ Re Tr C.

At τ = 0, C is the 2×2 unit matrix and the signal is −1. Dividing by this value gives

V(τ) = ½ Re Tr(U_β U_α U_β† U_α†).

The electron offset has gone, but the nuclear operators cancel only if U_α and U_β commute. The echo measures their failure to do so.

**5. Evaluating the trace**

Since I = σ/2, with σ the Pauli matrices,

U_α = c − i s n·σ,  c = cos(ω_ατ/2),  s = sin(ω_ατ/2).

Conjugation by U_β rotates the vector n about m through the angle b = ω_βτ. Call the result n′. Then

U_β U_α U_β† = c − i s n′·σ.

Multiply by U_α† = c + i s n·σ and take half the trace. Terms with a single σ have zero trace, and Tr[(n′·σ)(n·σ)] = 2n′·n. Therefore

½ Tr C = c² + s² n·n′.

This is real, so there is no signal along x and the "Re" may be dropped.

To find n·n′, split n into a part along m and a part n⊥ perpendicular to it. The rotation gives

n′ = (n·m)m + n⊥ cos b + (m×n) sin b.

The last vector is perpendicular to n. Since |n⊥|² = 1 − (n·m)² = |n×m|²,

n·n′ = (n·m)² + |n×m|² cos b

  = 1 − |n×m|²(1 − cos b)

  = 1 − 2|n×m|² sin²(ω_βτ/2).

Inserting this and using c² + s² = 1,

V(τ) = 1 − 2|n×m|² sin²(ω_ατ/2) sin²(ω_βτ/2).

Both axes lie in the xz plane, so their cross product has a y component alone:

n_z m_x − n_x m_z = [−(ω_I + A/2)B/2 − (B/2)(ω_I − A/2)]/(ω_αω_β)

  = −Bω_I/(ω_αω_β).

The terms in AB cancel. The result is

V(τ) = 1 − 2k sin²(ω_ατ/2) sin²(ω_βτ/2),

k = [Bω_I/(ω_αω_β)]².

The depth parameter k is the squared sine of the angle between the two nuclear axes, so 0 ≤ k ≤ 1. The greatest possible drop of the echo is 2k, reached when both sine factors are ±1 together.

**6. The frequencies in the trace, and their origin**

Use 2 sin²(x/2) = 1 − cos x for each factor:

V = 1 − (k/2)(1 − cos ω_ατ)(1 − cos ω_βτ).

Multiplying out, and writing the product of cosines as a sum,

V = 1 − k/2 + (k/2)(cos ω_ατ + cos ω_βτ) − (k/4)[cos(ω_α + ω_β)τ + cos(ω_α − ω_β)τ].

The nuclear frequencies appear with positive amplitude, and their sum and difference with negative amplitude of half the size.

The same k can be read from the energy levels. Let P be the probability that the lower nuclear state of α is found in the lower nuclear state of β. For two spin-half states whose axes enclose an angle η, P = (1 + cos η)/2, so

4P(1 − P) = 1 − cos²η = sin²η = k.

If P is neither 0 nor 1, an electron flip can leave the nucleus in either state of the new pair. All four electron transitions between the two pairs are then allowed to some degree. Their frequencies are Ω ± (ω_α − ω_β)/2 and Ω ± (ω_α + ω_β)/2. The π pulse can move a coherence from one of these transitions to another. The phase gathered before the pulse is then not undone after it, and the remainder advances at ω_α, ω_β, their sum or their difference.

**7. What the nuclear frequencies do not tell**

Squaring the two frequencies and combining them gives

ω_α² − ω_β² = 2ω_I A,

ω_α² + ω_β² = 2ω_I² + A²/2 + B²/2.

Both right-hand sides are unchanged when ω_I and A/2 are exchanged. So B, ω_α and ω_β fit two different systems, and the depths of these differ by the factor (A/2ω_I)². Knowing the depth as well removes this ambiguity but leaves another. Replace ω_I by a frequency ω_I′ of size (A² + B²)^{1/2}/2, and multiply A and B by ω_I/ω_I′. Then ω_α, ω_β and k all stay the same, and so does the whole trace. The Larmor frequency must therefore be supplied separately. In practice it follows from the field once the nucleus has been identified, and then

|B| = ω_αω_β √k/|ω_I|,  A = (ω_α² − ω_β²)/(2ω_I).

V is symmetric in ω_α and ω_β, so a trace does not say which frequency belongs to which electron state. It gives |A| but not the sign of A.

**8. Limits and the deepest modulation**

If B = 0, the two nuclear fields are both along z. If ω_I = 0, then H_β = −H_α. In either case U_α and U_β commute, k = 0 and V = 1. Within this Hamiltonian, modulation needs both B and ω_I to be nonzero. At zero field itself the Hamiltonian no longer holds, because the dropped S_x and S_y terms then matter.

For the field dependence, put q = (A² + B²)/4. Then ω_α² = ω_I² + q + ω_IA and ω_β² = ω_I² + q − ω_IA, so

ω_α²ω_β² = (ω_I² + q)² − ω_I²A²

  = (ω_I² − q)² + (4q − A²)ω_I²

  = (ω_I² − q)² + B²ω_I².

Dividing by B²ω_I²,

1/k = 1 + (ω_I² − q)²/(B²ω_I²).

With A and B held fixed, k therefore reaches its maximum of 1 when ω_I² = q, that is

2|ω_I| = (A² + B²)^{1/2}.

There the two nuclear axes are perpendicular. This is not the field at which |ω_I| = |A|/2, where the z component of one nuclear field vanishes. At that point ω_I² − q = −B²/4, and k = 1/[1 + B²/(4A²)], which is below 1.

At high field, expanding the product of frequencies to the first correction gives

k ≈ (B/ω_I)² [1 − (B² − A²)/(2ω_I²)].

The depth then falls as 1/B₀².

**9. The example in numbers**

The chosen values are B₀ = 0.35 T, g = 2, r = 0.30 nm, θ = 45° and a contact coupling of 1.0 MHz. The physical constants then give a proton Larmor frequency of −14.902 MHz and T = 2.925 MHz. At 45°, 3cos²θ − 1 = 1/2 and sin θ cos θ = 1/2, so

A = 1.0 + 2.925/2 = 2.46 MHz,

B = 3 × 2.925/2 = 4.39 MHz.

The nuclear fields have z components −14.902 ± 1.231 MHz and x components ±2.19 MHz:

ν_α = (13.671² + 2.19²)^{1/2} = 13.85 MHz,

ν_β = (16.133² + 2.19²)^{1/2} = 16.28 MHz.

The depth parameter is

k = [4.387 × 14.902/(13.846 × 16.282)]² = 0.0841.

The axes enclose an angle whose sine is √k = 0.290, about 17°. The leading high-field form (B/ω_I)² gives 0.0867, which is 3% too high. The correction in section 8 is (4.387² − 2.462²)/(2 × 14.902²) = 0.030 and accounts for this.

The echo can fall by at most 2k = 0.168. At τ = 0.830 µs the nuclei have made 13.846 × 0.830 = 11.49 and 16.282 × 0.830 = 13.51 turns. Both are close to half-integers, so the squared sines are 0.9994 and 0.9981, and

V = 1 − 0.1682 × 0.9994 × 0.9981 = 0.832.

This is the opening number. It is the lowest point between 0.1 and 2 µs on a grid of 2 ns. The lower end stands for an instrument dead time of 0.1 µs.

To read the couplings back, the echo was computed by propagating the four-level density matrix. A least-squares fit of a constant and the four cosines, with their frequencies set to the known values, gave 0.9579 for the constant, 0.0421 for each nuclear frequency, and −0.0210 for the sum and the difference. The two nuclear amplitudes add up to k = 0.084. With these frequencies and the known ν_I, the formulas of section 7 return |B| = 4.39 MHz and |A| = 2.46 MHz.

Exchanging ω_I and A/2 would leave both frequencies and B as they are, but k would be 0.00057, smaller by a factor of nearly 150. Here the depth separates the two assignments at once.

With A and B fixed, the deepest modulation needs |ν_I| = (2.462² + 4.387²)^{1/2}/2 = 2.52 MHz, which for a proton means 59 mT. At |ν_I| = |A|/2 = 1.23 MHz the formula gives k = 0.56.

**10. Pulses of finite length**

The ideal formula assumes pulses strong enough to cover all four electron transitions. In the example these lie at ±1.2 and ±15.1 MHz from the centre. A π/2 pulse of 16 ns has a nutation frequency of 1/(4 × 16 ns) = 15.6 MHz, comparable with the larger spacing. One of 100 ns has 2.5 MHz, far below it.

The effect was computed by propagating the density matrix through rectangular pulses of finite length, for a Gaussian electron line of 8 MHz full width at half maximum. The coherence that forms the echo was kept, the signal was read at a single instant, the one at which the echo of the same line with A = B = 0 peaks, and it was divided by the height of that echo. Over intervals from 0.1 to 2 µs, the difference between highest and lowest echo was:

- ideal pulses: 0.168;
- pulses of 16 and 32 ns: 0.131;
- pulses of 100 and 200 ns: 0.008.

The long pulses remove about 95% of the modulation, although the couplings are the same. Even the short ones remove 22%. Since |B| is proportional to √k at fixed frequencies, reading their swing with the ideal formula would make |B| about 12% too small. These figures hold for detection at the echo peak. Integrating the echo over a window of 60 ns lowers the swing with the short pulses further, to about 0.08.

**11. Beside a real trap**

The example is set in the regime of the E′ centre, an unpaired electron on a silicon atom in silicon dioxide. One form of it is left when an oxygen vacancy captures a hole, for example in the tunnel oxide of a charge-trap memory cell. Its g factor is close to 2, and 0.35 T then puts the electron frequency at 9.80 GHz. The proton's distance, angle and contact coupling are round choices, not measured values. The assumption that fails most plainly is that of a single orientation, because the oxide is a glass. The average of sin²θcos²θ over directions is 1/3 − 1/5 = 2/15, so at high field the mean depth is

⟨k⟩ ≈ 9T²(2/15)/ω_I² = 6T²/(5ω_I²) = 0.046.

Numerical integration of the full k over angle gives 0.045, a little over half the value at 45°. The nuclear frequencies also vary with angle, each over about 3T/2 = 4.4 MHz, so their oscillations in different centres drift out of step within about 0.4 µs. Their sum is the exception. At high field it is 2|ν_I| + B²/(4|ν_I|), which varies by only 0.3 MHz, so the oscillation near 2|ν_I| survives: its amplitude falls from 0.011 at short times to about 0.008 near 1.8 µs. The averaged echo at 0.830 µs is 0.968 instead of 0.832.

The depth is also sensitive to the distance. For r = 0.33 nm, with angle and contact coupling unchanged, k is 0.048 instead of 0.084. The point-dipole model is therefore a weak link: the unpaired electron is spread over a region that is not small beside 0.3 nm.

Other nuclei add their own modulation. If their mutual couplings are neglected, U_α and U_β are products over nuclei, the trace factorizes, and the echo is the product of the single-nucleus envelopes. ²⁹Si also has spin 1/2. For purely dipolar coupling, A, B and ω_I all scale with the nuclear moment, so k does not depend on it. Three silicon sites at 0.3 nm, each with a rough 5% chance of being ²⁹Si, add a mean k of about 0.007. Contact coupling to silicon is left out of this estimate and can change it by more than a factor of ten in either direction. The ²⁹Si Larmor frequency is 2.96 MHz here. The modulation becomes deep when the size of the contact coupling is near twice this, about 5.9 MHz, and almost vanishes when the coupling is much larger.

If relaxation damps all the electron coherences equally and nuclear relaxation is negligible, it multiplies the modulated echo by a decay. For an assumed phase memory time of 5 µs, the factor at 0.830 µs is exp(−2 × 0.830/5) = 0.72. That loss is larger than the modulation itself, but it is smooth in τ and can be told apart by its shape.

Two other approximations are harmless here. Diagonalizing the full Hamiltonian, with the S_x and S_y terms restored at an electron frequency of 9.80 GHz, moves the nuclear frequencies by less than 0.2 kHz. The thermal polarization of the protons at 10 K is 4 × 10⁻⁵. Together with the A and B terms of the model in the Boltzmann factor, it leaves the signal along y unchanged and adds a signal along x of less than 10⁻⁴ of the full echo.
